**Subthreshold swing and hysteresis of a ferroelectric gate on a fully depleted film**

The program tests $S=S_{\rm MOS}(1-C_{\rm sub}/|C_F|)$, where $S_{\rm MOS}$ is the swing without the ferroelectric, $C_{\rm sub}$ the subthreshold gate capacitance and $C_F$ the negative ferroelectric capacitance. A self-consistent Schrödinger–Poisson calculation supplies the gate charge and electron density from which the swings are read. The program asserts that these swings agree with the formula within 0.3% for the plain and matched devices on 25 nm of buried oxide and for the matched device on 145 nm, and within 0.5% for a loaded internal metal plane. It also asserts that quasi-static sweeps show no loop at 0.98 of the matched thickness and a loop at 1.20 of it. For the main device, matching lowers the swing from 64.3 to 61.0 mV per decade. A layer designed for 30 mV per decade folds at an electron density of $2.1\times10^{10}$ cm⁻², which the dilute-charge formula is required to reproduce within 12%. With a parasitic load of 1.0 µF/cm² on an internal metal plane, the matched swing falls to 41 mV per decade, so the conclusion depends on a small subthreshold capacitance.

## Numerical verification

```python
# Result under test: for a ferroelectric gate on a thin fully depleted film,
#   S = S_mos * (1 - C_sub/|C_F|),
#   S_mos = ln(10) kT/q * (1 + C_b/C_ox) / (1 - C_b*xbar/eps_si),
# and freedom from hysteresis needs |C_F| >= C_G at every gate charge, which
# keeps S near ln(10) kT/q when C_sub is much smaller than C_G in inversion.
# S: swing; C_b: film plus buried oxide; C_ox: gate oxide; C_sub: C_b and C_ox
# in series; C_G: gate capacitance without ferroelectric; xbar: electron
# centroid; C_F: ferroelectric capacitance (Landau, V_F = -t*(a*Q - b*Q^3)).
# The numerical side is a self-consistent Schroedinger-Poisson calculation.
# Potentials psi are in volts, with the conduction edge at -psi (eV) relative
# to the source Fermi level. All other quantities are in SI units.
import numpy as np
from scipy import constants as sc
from scipy.interpolate import CubicSpline
from scipy.linalg import eigh_tridiagonal
from scipy.special import expit

Q_E, HBAR, M_E, EPS0 = sc.e, sc.hbar, sc.m_e, sc.epsilon_0
TEMP = 300.0
VT = sc.k * TEMP / Q_E
S0 = np.log(10) * VT
EPS_SI, EPS_OX = 11.7 * EPS0, 3.9 * EPS0
T_SI, T_BOX, T_OX = 7e-9, 25e-9, 1e-9
C_OX = EPS_OX / T_OX
MIDGAP = 0.56                      # conduction edge above midgap, eV (rough)
P0, E_C = 0.15, 1.2e8              # remanent polarization, coercive field
A_F = 3 * np.sqrt(3) * E_C / (2 * P0)
B_F = A_F / P0**2
Q_STOP = 0.03                      # end of computed gate charge, C/m^2
UNIT = 1e-2                        # 1 uF/cm^2 or 1 uC/cm^2 in SI
# (quantization mass, density-of-states mass, number of valleys), (100) Si
LADDERS = ((0.916, 0.190, 2), (0.190, np.sqrt(0.190 * 0.916), 4))


def electrons(psi, h):
    """Electron density and its local derivative at the inner nodes."""
    density = np.zeros(len(psi) - 2)
    slope = np.zeros_like(density)
    for m_z, m_d, valleys in LADDERS:
        hop = HBAR**2 / (2 * m_z * M_E * h**2 * Q_E)
        energy, vec = eigh_tridiagonal(
            2 * hop - psi[1:-1], np.full(len(density) - 1, -hop),
            select='i', select_range=(0, 9))
        dos = valleys * m_d * M_E * Q_E / (np.pi * HBAR**2)   # per V per m^2
        weight = vec**2 / h
        density += weight @ (dos * VT * np.logaddexp(0, -energy / VT))
        slope += weight @ (dos * expit(-energy / VT))
    return density, slope


def film_sweep(t_box, intervals):
    """Raise the front potential; record psi_s, Q, N and centroid."""
    h = T_SI / intervals
    x = np.linspace(0, T_SI, intervals + 1)
    k = EPS_SI / h**2
    k_back = EPS_OX / t_box / h
    lap = (np.diag(np.full(intervals, -2 * k))
           + np.diag(np.full(intervals - 1, k), 1)
           + np.diag(np.full(intervals - 1, k), -1))
    lap[-1, -1] = -k - k_back
    psi = np.full(intervals + 1, -MIDGAP)
    rows, step = [], 0
    while True:
        psi[0] = -MIDGAP + 0.01 * step
        source = np.zeros(intervals)
        source[0] = k * psi[0]
        source[-1] = -k_back * MIDGAP
        for _ in range(200):
            n, dn = electrons(psi, h)
            residual = lap @ psi[1:] + source - Q_E * np.append(n, 0)
            jac = lap - np.diag(Q_E * np.append(dn, 0))
            change = np.linalg.solve(jac, -residual)
            psi[1:] += change
            if np.max(np.abs(change)) < 1e-9:
                break
        else:
            raise RuntimeError("Schroedinger-Poisson loop did not converge")
        n, _ = electrons(psi, h)
        charge = EPS_SI * (psi[0] - psi[1]) / h
        rows.append((psi[0], charge, n.sum() * h, (x[1:-1] @ n) / n.sum()))
        step += 1
        if charge > Q_STOP:
            return np.array(rows).T
        assert psi[0] < 1.5


class Transistor:
    """Smooth dense table of the transistor without ferroelectric."""
    def __init__(self, t_box, intervals):
        ps, q, n, xc = film_sweep(t_box, intervals)
        dense = np.linspace(ps[0], ps[-1], 6000)
        q_spline = CubicSpline(ps, q)
        self.q = q_spline(dense)
        self.logn = CubicSpline(ps, np.log10(n * 1e-4))(dense)  # N in cm^-2
        self.xc = CubicSpline(ps, xc)(dense)
        self.v = dense + MIDGAP + self.q / C_OX
        self.cg = 1 / (1 / C_OX + 1 / q_spline(dense, 1))
        self.cb = 1 / (T_SI / EPS_SI + t_box / EPS_OX)
        self.csub = 1 / (1 / self.cb + 1 / C_OX)
        self.xbar = np.interp(7.0, self.logn, self.xc)
        self.lever = 1 - self.cb * self.xbar / EPS_SI
        self.s_mos = S0 * (1 + self.cb / C_OX) / self.lever


def matched(q, c):
    """Largest thickness without hysteresis, and the charge that sets it."""
    limit = 1 / (c * (A_F - 3 * B_F * q**2))
    i = np.argmin(limit)
    return limit[i], q[i]


def gate_voltage(v_int, q, t):
    return v_int - t * (A_F * q - B_F * q**3)


def decade(v, logn, centre=7.0):
    """Gate voltage for one decade of N centred on 10**centre cm^-2."""
    return (np.interp(centre + 0.5, logn, v)
            - np.interp(centre - 0.5, logn, v))


def quasi_static_loop(dev, t):
    """Damped slow sweeps up and down; charge beyond table extrapolated."""
    q_more = np.linspace(dev.q[-1], 0.30, 6001)[1:]
    v_more = dev.v[-1] + (q_more - dev.q[-1]) / dev.cg[-1]
    q = np.append(dev.q, q_more)
    v = gate_voltage(np.append(dev.v, v_more), q, t)
    dv = 2e-4
    drive = np.arange(0, 2, dv)
    up = np.searchsorted(np.maximum.accumulate(v), drive, side='left')
    floor = np.minimum.accumulate(v[::-1])[::-1]
    down = np.maximum(np.searchsorted(floor, drive, side='right') - 1, 0)
    width = np.sum(np.abs(up - down) > 1) * dv
    return width, drive, q[up], q[down]


dev = Transistor(T_BOX, 70)
fine = Transistor(T_BOX, 140)
thick_box = Transistor(145e-9, 70)

# Swing without ferroelectric and with the matched layer
s_plain = decade(dev.v, dev.logn)
assert abs(s_plain / dev.s_mos - 1) < 3e-3
t_match, q_match = matched(dev.q, dev.cg)
v_match = gate_voltage(dev.v, dev.q, t_match)
s_match = decade(v_match, dev.logn)
s_match_formula = dev.s_mos * (1 - dev.csub * A_F * t_match)
assert abs(s_match / s_match_formula - 1) < 3e-3
assert abs(s_match / S0 - 1) < 0.06

# The thickness limit really separates single-valued from hysteretic sweeps
loop_below = quasi_static_loop(dev, 0.98 * t_match)[0]
loop_above = quasi_static_loop(dev, 1.20 * t_match)[0]
assert loop_below == 0 and loop_above > 5e-3

# Layer designed for 30 mV per decade
target = 0.030
c_steep = dev.csub / (1 - target / dev.s_mos)
t_steep = 1 / (A_F * c_steep)
v_steep = gate_voltage(dev.v, dev.q, t_steep)
s_steep = decade(v_steep, dev.logn)
assert abs(s_steep / target - 1) < 0.01
fold = np.argmax(np.diff(v_steep) < 0)
assert fold > 0
n_fold = 10**dev.logn[fold]
c_star = 1 / (1 / c_steep - 1 / C_OX)
n_fold_formula = VT * (c_star - dev.cb) / (Q_E * dev.lever**2) * 1e-4
assert abs(n_fold_formula / n_fold - 1) < 0.12   # dilute-charge estimate
_, drive, q_up, q_down = quasi_static_loop(dev, t_steep)
q_land = q_up[np.searchsorted(drive, v_steep[fold]) + 1]
assert q_land > Q_STOP and q_down[0] > Q_STOP

# Thicker buried oxide: smaller body capacitance, smaller effect of matching
t_tb, _ = matched(thick_box.q, thick_box.cg)
s_tb_plain = decade(thick_box.v, thick_box.logn)
s_tb = decade(gate_voltage(thick_box.v, thick_box.q, t_tb), thick_box.logn)
s_tb_formula = thick_box.s_mos * (1 - thick_box.csub * A_F * t_tb)
assert abs(s_tb / s_tb_formula - 1) < 3e-3
assert s_tb_plain - s_tb < 0.5 * (s_plain - s_match)

# Internal metal plane loaded by a parasitic capacitance to the source
c_par = 0.2e-15 / (1e-6 * 20e-9)     # 0.2 fF/um on a 20 nm gate
q_par = dev.q + c_par * dev.v
t_par, _ = matched(q_par, dev.cg + c_par)
s_par = decade(gate_voltage(dev.v, q_par, t_par), dev.logn)
s_par_formula = dev.s_mos * (1 - (dev.csub + c_par) * A_F * t_par)
assert abs(s_par / s_par_formula - 1) < 5e-3
assert s_par < 0.9 * S0

# Where a 10 percent thinner, safe layer saves gate voltage
t_safe = 0.9 * t_match
v_safe = gate_voltage(dev.v, dev.q, t_safe)
s_safe = decade(v_safe, dev.logn)


def span(v, low, high):
    return np.interp(high, dev.logn, v) - np.interp(low, dev.logn, v)


sub_plain, sub_safe = span(dev.v, 5, 10), span(v_safe, 5, 10)
on_plain, on_safe = span(dev.v, 10, 13), span(v_safe, 10, 13)
assert on_plain - on_safe > 5 * (sub_plain - sub_safe)
local = np.gradient(v_match, dev.logn)
local_min = local[(dev.logn > 5) & (dev.logn < 11)].min()

# Mesh convergence
t_fine, _ = matched(fine.q, fine.cg)
s_fine = decade(gate_voltage(fine.v, fine.q, t_fine), fine.logn)
c_on = np.interp(q_match, dev.q, dev.cg)
c_on_fine = np.interp(q_match, fine.q, fine.cg)
assert abs(s_fine - s_match) < 3e-4 and abs(c_on_fine / c_on - 1) < 0.02

# Sizes of neglected effects (rough barriers and masses)
q_on = np.interp(13.0, dev.logn, dev.q)
kappa_ox = np.sqrt(2 * 0.5 * M_E * 3.1 * Q_E) / HBAR
kappa_fe = np.sqrt(2 * 0.2 * M_E * 1.5 * Q_E) / HBAR
wall_shift = 0.5 / 0.916 / kappa_ox
ds_wall = dev.s_mos * dev.csub * wall_shift / EPS_SI
c_trap = Q_E * 1e15                  # 1e11 traps per cm^2 per eV
ds_trap = S0 * c_trap / C_OX


def show(label, value, unit, digits=3):
    print(f"{label}: {value:.{digits}f} {unit}")


show("Silicon film", T_SI * 1e9, "nm", 1)
show("Buried oxide", T_BOX * 1e9, "nm", 1)
show("Gate oxide (equivalent)", T_OX * 1e9, "nm", 1)
show("Ferroelectric P0", P0 / UNIT, "uC/cm2", 1)
show("Ferroelectric coercive field", E_C / 1e8, "MV/cm", 1)
show("Landau a", A_F / 1e9, "1e9 m/F")
show("Boltzmann swing, 300 K", S0 * 1e3, "mV/dec", 2)
show("C_ox", C_OX / UNIT, "uF/cm2")
show("C_b", dev.cb / UNIT, "uF/cm2", 4)
show("C_sub", dev.csub / UNIT, "uF/cm2", 4)
show("Centroid at N=1e7 cm^-2", dev.xbar * 1e9, "nm")
show("Swing, no ferroelectric, computed", s_plain * 1e3, "mV/dec", 2)
show("Swing, no ferroelectric, formula", dev.s_mos * 1e3, "mV/dec", 2)
show("Gate charge that sets matching", q_match / UNIT, "uC/cm2", 2)
show("C_G at that charge", c_on / UNIT, "uF/cm2")
show("Matched |C_F| at zero charge", 1 / (A_F * t_match) / UNIT, "uF/cm2")
show("Matched thickness", t_match * 1e9, "nm", 2)
show("Swing, matched, computed", s_match * 1e3, "mV/dec", 2)
show("Swing, matched, formula", s_match_formula * 1e3, "mV/dec", 2)
show("Lowest local swing, N 1e5-1e11", local_min * 1e3, "mV/dec", 2)
show("Loop width at 0.98 thickness", loop_below * 1e3, "mV", 1)
show("Loop width at 1.20 thickness", loop_above * 1e3, "mV", 1)
show("30 mV/dec design: |C_F|", c_steep / UNIT, "uF/cm2", 4)
show("30 mV/dec design: thickness", t_steep * 1e9, "nm", 1)
show("30 mV/dec design: swing computed", s_steep * 1e3, "mV/dec", 2)
show("Fold gate voltage", v_steep[fold], "V")
show("Fold density computed", n_fold / 1e10, "1e10 cm^-2", 2)
show("Fold density formula", n_fold_formula / 1e10, "1e10 cm^-2", 2)
show("Landing charge (extrapolated)", q_land / UNIT, "uC/cm2", 1)
show("Oxide field there", q_land / EPS_OX / 1e8, "MV/cm", 1)
show("Charge left at V_G=0, down sweep", q_down[0] / UNIT, "uC/cm2", 1)
show("145 nm box: C_b", thick_box.cb / UNIT, "uF/cm2", 4)
show("145 nm box: swing plain", s_tb_plain * 1e3, "mV/dec", 2)
show("145 nm box: swing matched", s_tb * 1e3, "mV/dec", 2)
show("Parasitic load", c_par / UNIT, "uF/cm2", 2)
show("Loaded: matched thickness", t_par * 1e9, "nm", 2)
show("Loaded: swing computed", s_par * 1e3, "mV/dec", 2)
show("Loaded: swing formula", s_par_formula * 1e3, "mV/dec", 2)
show("Safe layer thickness (0.9 matched)", t_safe * 1e9, "nm", 2)
show("Safe layer swing", s_safe * 1e3, "mV/dec", 2)
show("V_G for N 1e5-1e10, plain", sub_plain * 1e3, "mV", 1)
show("V_G for N 1e5-1e10, safe layer", sub_safe * 1e3, "mV", 1)
show("V_G for N 1e10-1e13, plain", on_plain * 1e3, "mV", 1)
show("V_G for N 1e10-1e13, safe layer", on_safe * 1e3, "mV", 1)
show("Mesh halved: C_G shift", (c_on_fine / c_on - 1) * 100, "%")
show("Mesh halved: matched swing shift", (s_fine - s_match) * 1e3, "mV/dec", 4)
show("Oxide field at N=1e13", q_on / EPS_OX / 1e8, "MV/cm", 2)
e_on = (A_F * q_on - B_F * q_on**3) / 1e8
show("Ferroelectric field at N=1e13", e_on, "MV/cm")
show("log10 tunnelling, gate oxide", -2 * kappa_ox * T_OX / np.log(10), "", 1)
show("log10 tunnelling, matched ferroelectric",
     -2 * kappa_fe * t_match / np.log(10), "", 1)
show("Wave penetration: swing shift", ds_wall * 1e3, "mV/dec")
show("Traps 1e11/cm2/eV: plain swing shift", ds_trap * 1e3, "mV/dec")
show("Vacuum displacement: |C_F| shift", -EPS0 * A_F * 100, "%", 2)
show("Boltzmann swing, 358 K", S0 * 358 / TEMP * 1e3, "mV/dec", 2)
print("verified")
```

Output:

```
Silicon film: 7.0 nm
Buried oxide: 25.0 nm
Gate oxide (equivalent): 1.0 nm
Ferroelectric P0: 15.0 uC/cm2
Ferroelectric coercive field: 1.2 MV/cm
Landau a: 2.078 1e9 m/F
Boltzmann swing, 300 K: 59.53 mV/dec
C_ox: 3.453 uF/cm2
C_b: 0.1263 uF/cm2
C_sub: 0.1219 uF/cm2
Centroid at N=1e7 cm^-2: 3.361 nm
Swing, no ferroelectric, computed: 64.34 mV/dec
Swing, no ferroelectric, formula: 64.34 mV/dec
Gate charge that sets matching: 1.89 uC/cm2
C_G at that charge: 2.469 uF/cm2
Matched |C_F| at zero charge: 2.352 uF/cm2
Matched thickness: 20.46 nm
Swing, matched, computed: 61.01 mV/dec
Swing, matched, formula: 61.01 mV/dec
Lowest local swing, N 1e5-1e11: 60.97 mV/dec
Loop width at 0.98 thickness: 0.0 mV
Loop width at 1.20 thickness: 210.8 mV
30 mV/dec design: |C_F|: 0.2283 uF/cm2
30 mV/dec design: thickness: 210.7 nm
30 mV/dec design: swing computed: 29.98 mV/dec
Fold gate voltage: 0.192 V
Fold density computed: 2.13 1e10 cm^-2
Fold density formula: 2.07 1e10 cm^-2
Landing charge (extrapolated): 14.3 uC/cm2
Oxide field there: 41.3 MV/cm
Charge left at V_G=0, down sweep: 14.2 uC/cm2
145 nm box: C_b: 0.0234 uF/cm2
145 nm box: swing plain: 60.41 mV/dec
145 nm box: swing matched: 59.81 mV/dec
Parasitic load: 1.00 uF/cm2
Loaded: matched thickness: 15.48 nm
Loaded: swing computed: 41.14 mV/dec
Loaded: swing formula: 41.12 mV/dec
Safe layer thickness (0.9 matched): 18.41 nm
Safe layer swing: 61.34 mV/dec
V_G for N 1e5-1e10, plain: 322.5 mV
V_G for N 1e5-1e10, safe layer: 306.9 mV
V_G for N 1e10-1e13, plain: 873.3 mV
V_G for N 1e10-1e13, safe layer: 262.3 mV
Mesh halved: C_G shift: -0.022 %
Mesh halved: matched swing shift: -0.0007 mV/dec
Oxide field at N=1e13: 4.84 MV/cm
Ferroelectric field at N=1e13: 0.343 MV/cm
log10 tunnelling, gate oxide: -5.5 
log10 tunnelling, matched ferroelectric: -49.9 
Wave penetration: swing shift: 0.065 mV/dec
Traps 1e11/cm2/eV: plain swing shift: 0.276 mV/dec
Vacuum displacement: |C_F| shift: -1.84 %
Boltzmann swing, 358 K: 71.03 mV/dec
verified
```
